\section*{Whipple's constant-source solution, the 6/5-power plot and the boundary product}

Suppose that a thin grain boundary runs straight down from a surface into a crystal. Atoms enter at the surface, move fast along the boundary and leak slowly into the lattice on both sides. Let the boundary have width $\delta$ and diffusivity $D_{\rm gb}$, let the lattice diffusivity be $D$, and let the concentration in the boundary be $s$ times that in the lattice beside it. The lattice concentration at the surface is held at $c_0$. Write $c_0G(y)$ for the lattice concentration at the boundary wall at depth $y$.

The simplest estimate of the leak treats each part of the wall as if it had been at its present concentration since the start. A half-space whose face is held at $c_0G$ takes up the flux $c_0G\sqrt{D/(\pi t)}$ at time $t$. If storage in the boundary is neglected, the divergence of the flux along it supplies the loss to both sides:
\begin{equation}
s\delta D_{\rm gb}\frac{d^2G}{dy^2}=2G\sqrt{\frac{D}{\pi t}},
\qquad
G=e^{-y/L},\qquad
L^2=\frac{s\delta D_{\rm gb}}{2}\sqrt{\frac{\pi t}{D}} .
\label{eq:simple}
\end{equation}
The decay length contains segregation, width and boundary diffusivity only through the product
\begin{equation}
P=s\delta D_{\rm gb}.
\end{equation}
The estimate also shows its own defect. Deep parts of the wall reached their present concentration recently, and a recently raised wall loses atoms faster than one raised at the start. The leak is therefore underestimated, and the logarithm of the true profile need not be linear in $y$. To find its shape, and to see how far the dependence on $P$ alone survives, the leak must be treated without this shortcut.

Let $x\ge0$ be the distance into the lattice from one wall. The slab is taken to be so thin that its concentration does not vary across it, segregation is linear with constant $s$, and the crystal is initially empty. Per unit area of boundary the slab holds $s\delta c(0,y,t)$. It loses $-D\,\partial c/\partial x$ to each side, so that
\begin{equation}
\frac{\partial c}{\partial t}=D_{\rm gb}\frac{\partial^2c}{\partial y^2}
+\frac{2D}{s\delta}\frac{\partial c}{\partial x}\qquad(x=0).
\label{eq:wall}
\end{equation}
The last term is negative, since $c$ falls away from the wall. Measure $c$ in units of $c_0$ and set $\tau=Dt$, $\Delta=D_{\rm gb}/D>1$ and $h=s\delta/2$. The problem becomes
\begin{equation}
c_\tau=c_{xx}+c_{yy}\quad(x>0),\qquad
c_\tau=\Delta c_{yy}+c_x/h\quad(x=0),
\label{eq:model}
\end{equation}
with $c=1$ at $y=0$.

Take a sine transform in $y$ and a Laplace transform in $\tau$, $\psi(x)=\int_0^\infty dy\,\sin(ky)\int_0^\infty d\tau\,e^{-p\tau}c$. Two integrations by parts turn $c_{yy}$ into $k/p-k^2\psi$, where $k/p$ comes from the surface value. With $q^2=p+k^2$ the lattice equation is $q^2\psi=\psi_{xx}+k/p$, and its bounded solution is
\begin{equation}
\psi=\frac{k}{pq^2}+Ae^{-qx}.
\end{equation}
The first term is the transform of $\operatorname{erfc}(y/2\sqrt\tau)$, which is diffusion straight from the surface. The wall condition is $(p+\Delta k^2)\psi(0)=\Delta k/p-qA/h$. Collecting the terms in $A$,
\begin{align}
A\left(p+\Delta k^2+\frac qh\right)
&=\frac{\Delta k}{p}-\frac{k(p+\Delta k^2)}{pq^2}\nonumber\\
&=\frac{k}{pq^2}\left[\Delta(p+k^2)-p-\Delta k^2\right]
=\frac{(\Delta-1)k}{q^2}.
\end{align}
Since $p+\Delta k^2=q^2+(\Delta-1)k^2$, writing the reciprocal of the bracket on the left as $1/B=\int_0^\infty dv\,e^{-vB}$ gives
\begin{equation}
Ae^{-qx}=(\Delta-1)k\int_0^\infty dv\,e^{-(\Delta-1)k^2v}\,
\frac{e^{-vq^2}e^{-q(x+v/h)}}{q^2}.
\end{equation}
The inverse Laplace transform of $e^{-a\sqrt p}/p$ is $\operatorname{erfc}(a/2\sqrt\tau)$. A factor $e^{-vp}$ delays it by $v$, and replacing $p$ by $p+k^2$ multiplies the result by $e^{-k^2\tau}$. The boundary-fed part of the sine transform is therefore
\begin{equation}
(\Delta-1)k\int_0^\tau dv\,e^{-k^2[\tau+(\Delta-1)v]}
\operatorname{erfc}\frac{x+v/h}{2\sqrt{\tau-v}} .
\end{equation}
The exponent contains $T=\tau+(\Delta-1)v=(\tau-v)+\Delta v$. This is half the mean-square displacement along $y$ of an atom that spends a time $v/D$ in the slab and the rest in the lattice, so $v/D$ can be read as a residence time in the boundary.

Differentiating $\int_0^\infty\cos(ky)e^{-k^2T}dk=\frac12\sqrt{\pi/T}\,e^{-y^2/4T}$ with respect to $y$ gives the inverse sine transform
\begin{equation}
\frac2\pi\int_0^\infty k\sin(ky)e^{-k^2T}dk=\frac{y}{2\sqrt\pi\,T^{3/2}}e^{-y^2/4T}.
\end{equation}
Now put $T=\sigma\tau$, so that $(\Delta-1)dv=\tau\,d\sigma$ and $\tau-v=\tau(\Delta-\sigma)/(\Delta-1)$, and define
\begin{equation}
\eta=\frac{y}{\sqrt{Dt}},\quad \xi=\frac{x}{\sqrt{Dt}},\quad
\alpha=\frac{s\delta}{2\sqrt{Dt}},\quad \beta=(\Delta-1)\alpha .
\end{equation}
Then $v/h=\sqrt\tau(\sigma-1)/\beta$, and Whipple's solution follows:
\begin{align}
\frac{c}{c_0}={}&\operatorname{erfc}\frac\eta2
+\frac{\eta}{2\sqrt\pi}\int_1^\Delta\frac{d\sigma}{\sigma^{3/2}}e^{-\eta^2/4\sigma}\nonumber\\
&\times\operatorname{erfc}\left[\frac12\sqrt{\frac{\Delta-1}{\Delta-\sigma}}
\left(\xi+\frac{\sigma-1}{\beta}\right)\right].
\label{eq:whipple}
\end{align}

A sectioning measurement records the mean concentration of a thin layer parallel to the surface. For the integral over $\xi$, set $\sigma=1+\beta u$. Because $\beta/(\Delta-1)=\alpha$, the square root becomes $r=(1-\alpha u)^{-1/2}$, and $u$ runs from $0$ to $1/\alpha$. With $\operatorname{ierfc}z=\int_z^\infty\operatorname{erfc}z'\,dz'$, the boundary-fed content on one side is
\begin{equation}
I=\frac{\eta\beta}{2\sqrt\pi}\int_0^{1/\alpha}\!du\,
\frac{e^{-\eta^2/4(1+\beta u)}}{(1+\beta u)^{3/2}}\,
\frac2r\operatorname{ierfc}\frac{ru}{2}.
\label{eq:layer}
\end{equation}
A direct finite-volume solution of \eqref{eq:model} at $\alpha=0.1$, $\beta=20$ agrees with this integral within a relative deviation of $1.4\times10^{-3}$ at the four depths tested, and with the point values of \eqref{eq:whipple} within $2.8\times10^{-3}$.

Let $\lambda$ be the length of boundary per unit area of the layer, with neighbouring boundaries much farther apart than $\sqrt{Dt}$. Each boundary has two sides. The slab itself holds $s\delta$ times the wall value $g_{\rm w}$ of the boundary-fed part, and $s\delta=2\alpha\sqrt{Dt}$. Hence
\begin{equation}
\frac{\bar c}{c_0}=\operatorname{erfc}\frac\eta2
+2\lambda\sqrt{Dt}\,\left(I+\alpha g_{\rm w}\right),
\label{eq:mean}
\end{equation}
apart from a correction of relative size $s\delta\lambda$ to the first term, which vanishes with that term at depth.

Type-B kinetics is the regime $\alpha\ll1$, $\beta\gg1$: the lattice diffusion length far exceeds $s\delta$, yet the boundary carries atoms far beyond that length. The natural depth variable is then $w=\eta/\sqrt\beta$. At fixed $w$, $1+\beta u\to\beta u$, $r\to1$ and the slab content drops out. The prefactor $\eta\beta/\beta^{3/2}$ equals $w$, so $I$ tends to a function of $w$ alone,
\begin{equation}
M(w)=\frac{w}{\sqrt\pi}\int_0^\infty\frac{du}{u^{3/2}}\,e^{-w^2/4u}
\operatorname{ierfc}\frac u2 .
\label{eq:M}
\end{equation}
For $\Delta\gg1$, $\beta=P/(2D\sqrt{Dt})$, and therefore
\begin{equation}
w=\sqrt2\left(\frac Dt\right)^{1/4}\frac{y}{\sqrt P},\qquad
\bar c=2\lambda c_0\sqrt{Dt}\;M(w)
\label{eq:scaling}
\end{equation}
below the depth reached by direct lattice diffusion. This is the identifiability statement. At leading order, neither the shape nor the amplitude contains $s$, $\delta$ or $D_{\rm gb}$ except through $P$, so no choice of depths or times within the regime can separate them. The product itself can be found, given $D$, $t$ and the amplitude factor $\lambda c_0$, because $M$ decreases strictly, as its derivative shows.

To differentiate $M$, introduce $Q=e^{-w^2/4u}/\sqrt{\pi u}$, which obeys $Q_{ww}=Q_u$, and $R=-Q_w=wu^{-3/2}e^{-w^2/4u}/(2\sqrt\pi)$. Then $M=\int_0^\infty R\,f\,du$ with $f=2\operatorname{ierfc}(u/2)$ and $f'=-\operatorname{erfc}(u/2)$. Since $R_w=-Q_u$, one integration by parts in $u$, whose end terms vanish for $w>0$, gives
\begin{align}
F\equiv-M'&=\int_0^\infty Q\,\operatorname{erfc}\frac u2\,du>0,\\
M''&=\int_0^\infty R\,\operatorname{erfc}\frac u2\,du=G(w).
\end{align}
Here $G$ is the wall concentration, as \eqref{eq:whipple} shows at $\xi=0$ in the same limit.

The shape of the profile can now be followed by a local exponent. If $M$ were $Ce^{-gw^n}$, then $F/M$ would be $gn\,w^{n-1}$. This suggests the definition
\begin{equation}
n(w)=1+w\frac{d}{dw}\ln\frac FM=1+w\left(\frac FM-\frac GF\right),
\label{eq:n}
\end{equation}
where $F'=-G$ was used.

As $w\to0$, $R$ keeps unit area in $u$ but concentrates at $u=0$. Thus $M(0)=f(0)=2/\sqrt\pi$ and $G(0)=1$. With $u=2v$,
\begin{equation}
F(0)=\sqrt{\frac2\pi}\int_0^\infty\frac{\operatorname{erfc}v}{\sqrt v}\,dv
=\sqrt{\frac2\pi}\,\frac4{\sqrt\pi}\int_0^\infty\!\sqrt v\,e^{-v^2}dv
=\frac{2\sqrt2\,\Gamma(3/4)}{\pi}.
\end{equation}
All three values are finite and nonzero, so $n\to1$, the exponent of the simple estimate \eqref{eq:simple}.

For large $w$, use $\operatorname{ierfc}(u/2)\simeq2e^{-u^2/4}/(\sqrt\pi u^2)$. The integrand of \eqref{eq:M} then contains $e^{-\phi}$ with $\phi=w^2/4u+u^2/4$. The condition $\phi'=-w^2/4u^2+u/2=0$ gives $u_*^3=w^2/2$. There $\phi=u_*^2/2+u_*^2/4=3u_*^2/4$ and $\phi''=w^2/2u_*^3+1/2=3/2$. With $w=\sqrt2\,u_*^{3/2}$ the Gaussian integral about $u_*$ yields
\begin{equation}
M\simeq\frac{2w}{\pi}u_*^{-7/2}\sqrt{\frac{4\pi}{3}}\,e^{-3u_*^2/4}
=\frac{4\sqrt2}{\sqrt{3\pi}}\,\frac{e^{-3u_*^2/4}}{u_*^2},\qquad
u_*^2=\left(\frac{w^2}{2}\right)^{2/3}.
\label{eq:saddle}
\end{equation}
The exponent thus tends to $4/3$, not $6/5$. The approach is slow: $M$ is still 8\% below this law at $w=20$ and 1\% below it at $w=100$.

The power $6/5$ belongs to the passage between the two limits. Plot $\ln M$ against $w^{6/5}$; the magnitude of the slope is
\begin{equation}
S(w)=-\frac{d\ln M}{d\,w^{6/5}}=\frac{F/M}{\frac65w^{1/5}},\qquad
\frac{d\ln S}{d\ln w}=n(w)-\frac65 .
\end{equation}
Where $n$ passes upward through $6/5$, $S$ has a minimum, and near a minimum a slope changes little. A numerical scan from $w=0.05$ to $100$ finds a single crossing, at $w=5.75$, where $S=0.762$. The slope stays within 1\% of this value from $w=3.6$ to $9.2$. A straight line fitted over $3\le w\le8$ leaves a root-mean-square residual in $\ln M$ of $0.003$ for the power $6/5$, against $0.046$ for the power 1 and $0.034$ for $4/3$. The 6/5 plot is thus a good approximation over a middle range, not an asymptotic law. At $w=1$ the slope is already $0.870$, so including shallow points would bias the result.

To convert the slope into $P$, let $g=-d\ln\bar c/dy^{6/5}$. From \eqref{eq:scaling},
\begin{equation}
g=S\left(\frac wy\right)^{6/5}=S\,2^{3/5}\left(\frac Dt\right)^{3/10}P^{-3/5}.
\end{equation}
Raising both sides to the power $-5/3$ and solving for $P$,
\begin{equation}
P=s\delta D_{\rm gb}=K\sqrt{\frac Dt}\;g^{-5/3},\qquad K=2S^{5/3}.
\label{eq:P}
\end{equation}
The line fitted over $3\le w\le8$ has $S=0.763$ and gives $K=1.275$; the minimum slope gives $1.270$. These two differ by 0.4\%. A short window near $w=3.6$ or $w=9.2$ would matter more, since a slope 1\% above the minimum raises $K$ by 1.7\%. Windows that reach to smaller $w$ give larger constants, $K=1.300$ for $2\le w\le5$ and $1.327$ for $1\le w\le5$; the commonly quoted $K=1.322$ corresponds to $S=0.78$. These values hold for $\beta\to\infty$; over $3\le w\le8$, $K=1.275$ returns $P$ high by 1.6\% at $\beta=10$ and 0.5\% at $\beta=30$. Since $w$ contains the unknown $P$, the window is checked after a first evaluation and the fit repeated if necessary. An error in $D$ enters as a square root: at fixed $g$, doubling $D$ multiplies the inferred $P$ by $\sqrt2$.

How strongly do $s\delta$ and $D_{\rm gb}$ show themselves separately? Keep $P$ fixed and restore a small $\alpha$. At large $w$ the factor $e^{-u^2/4}$ becomes $e^{-r^2u^2/4}$, and $r^2u^2/4\simeq u^2/4+\alpha u^3/4$. The shift of the saddle point does not matter to first order, because $\phi$ is stationary there. With $u_*^3=w^2/2$,
\begin{equation}
\delta\ln\bar c\simeq-\frac{\alpha w^2}{8}=-\frac{y^2}{8D_{\rm gb}t}.
\label{eq:shift}
\end{equation}
The second form follows on inserting $\alpha$ and $w$. The slab content and the changes in the prefactor are smaller by a factor of order $u_*^{-2}$, and the change of $\beta$ at fixed $P$ by one of order $1/(\beta u_*)$. At $w=30$ the full solution has $d\ln\bar c/d\alpha=-114.1$, against $-112.5$ from \eqref{eq:shift}.

The correction contains $D_{\rm gb}$ alone. It expresses the finite time needed to travel along the boundary, which the limit $\alpha\to0$ neglects. At the large $w$ where \eqref{eq:shift} holds, type-B data could separate $D_{\rm gb}$ from $s\delta$ only if $\ln\bar c$ were known to better than about $y^2/(8D_{\rm gb}t)$. Conversely, the 6/5 analysis uses only the slope, so it needs this quantity to be small compared with the fall $Sw^{6/5}$ of $\ln\bar c$. The relative error in $P$ is then of order $\alpha w^{4/5}$ and grows with depth; for the window $3\le w\le8$ and small $\alpha$, $P$ comes out low by about $1.9\alpha$.

Take round parameters: $D=10^{-18}\ {\rm m^2/s}$, $t=10^5$ s, $\delta=0.5$ nm, parallel boundaries $10\ \mu{\rm m}$ apart, and $P=10^{-22}\ {\rm m^3/s}$. Then $\sqrt{Dt}=0.316\ \mu{\rm m}$, well below the spacing. For $s=1$, $D_{\rm gb}=P/(s\delta)=2\times10^{-13}\ {\rm m^2/s}$, $\alpha=7.9\times10^{-4}$ and $\beta=158$. Depths from 12 to $32\ \mu{\rm m}$ correspond to $w=3.0$ to $8.0$, and $\bar c/c_0$ computed from \eqref{eq:mean} falls from $2.8\times10^{-3}$ to $4.4\times10^{-6}$.

The 6/5 plot of this profile has $g=0.1457\ \mu{\rm m}^{-6/5}$, so $g^{-5/3}=24.8\ \mu{\rm m}^2=2.48\times10^{-11}\ {\rm m^2}$. With $\sqrt{D/t}=3.16\times10^{-12}$ m/s, \eqref{eq:P} gives
\begin{equation}
P=1.275\times3.16\times10^{-12}\times2.48\times10^{-11}\ {\rm m^3/s}
=1.00\times10^{-22}\ {\rm m^3/s}.
\end{equation}

Now change the boundary but not the product. For $s=2$ and $s=10$, with $D_{\rm gb}$ reduced in proportion, the same analysis returns $P$ low by 0.2\% and 1.4\% of the true value. A tenfold change in segregation is thus almost invisible. The profiles for $s=1$ and $s=2$ differ by at most $0.0066$ in $\ln\bar c$. Equation \eqref{eq:shift} predicts the difference at the last depth: $(1.58-0.79)\times10^{-3}\times8.05^2/8=0.0064$. A second anneal, four times longer, does not help. The largest difference falls to $0.0016$, in line with the factor $1/t$ in \eqref{eq:shift}.

A boundary with $s=1000$ and $D_{\rm gb}=2\times10^{-16}\ {\rm m^2/s}$ has the same product and nearly the same $\beta=157$, but $\alpha=0.79$. The plot now returns $2.5\times10^{-23}\ {\rm m^3/s}$, which is 75\% too low. The residence time is $v/D=\alpha ut$, so it reaches the whole anneal at the upper limit of \eqref{eq:layer}, $u=1/\alpha=1.265$. In the type-B integral \eqref{eq:M}, larger values of $u$ supply 41\% of $M$ at $w=3$ and 99.8\% at $w=8$. This part is missing here, increasingly so with depth. The part that remains is also reduced, because $r>1$ in \eqref{eq:layer}. Both effects make the profile steeper: the cut alone raises the fitted slope $S$ from 0.76 to 1.44, and the factor $r$ raises it to 1.81. The slab term $\alpha g_{\rm w}$ of \eqref{eq:mean}, no longer negligible, supplies 60 to 75\% of $\bar c$ over these depths and falls almost as steeply, so that the total has $S=1.75$. A large $\beta$ is therefore no substitute for a small $\alpha$.

The opposite regime, $\alpha\gg1$, supplies the missing information. The leak in \eqref{eq:wall} removes a fraction of order $1/\alpha$ of the slab content during the anneal. If it is dropped, the slab concentration is $sc_0\operatorname{erfc}[y/(2\sqrt{D_{\rm gb}t})]$, whose shape gives $D_{\rm gb}$ alone. Dividing a type-B value of $P$ by this $D_{\rm gb}$, for the same boundary at the same temperature, yields $s\delta$. This is not always practicable. For the boundary with $s=1$ above, $\alpha=10$ would require $\sqrt{Dt}=0.025$ nm, less than an atomic spacing, and an anneal of only 0.6 ms at the same $D$. Separating $s$ from $\delta$ requires a further measurement of one of them, because in this model the two enter the lattice profile only as a product, whatever the value of $\alpha$. The numerical output below lists the comparisons and the values for the four boundaries.

\section*{Numbers as computed}
\begin{verbatim}
Test of Whipple solution: alpha = 0.10, beta = 20.0
  eta = 4.07: layer integral grid 0.45290, formula 0.45228
  eta = 8.05: layer integral grid 0.16803, formula 0.16801
  eta = 14.14: layer integral grid 0.03208, formula 0.03209
  eta = 20.23: layer integral grid 0.00530, formula 0.00530
  largest relative deviation: point 2.8e-03, layer 1.4e-03
Universal limit, relative deviation at beta = 1e5: 1.8e-05
M(0) = 1.1284, -M'(0) = 1.1033
M / saddle law: 0.9174 at w = 20, 0.9892 at w = 100
w =   0.1: local exponent 1.0070, slope S = 1.3005
w =   1.0: local exponent 1.0608, slope S = 0.8702
w =   3.0: local exponent 1.1395, slope S = 0.7768
w =   8.0: local exponent 1.2294, slope S = 0.7653
w = 100.0: local exponent 1.3274, slope S = 0.9744
Exponent 6/5 at w = 5.753, minimum slope S = 0.7616
S within 1 % of minimum for w = 3.63 to 9.22
Power 1, w = 3 to 8: rms residual of ln M = 0.0461
Power 6/5, w = 3 to 8: rms residual of ln M = 0.0029
Power 4/3, w = 3 to 8: rms residual of ln M = 0.0340
Power 2, w = 3 to 8: rms residual of ln M = 0.1868
Fitted slope S = 0.7634, constant K = 1.2752
Constant K from minimum slope = 1.2702
d ln(cbar)/d alpha at w = 30: -114.12, law -w^2/8: -112.50
Example: D = 1.0e-18 m^2/s, t = 1.0e+05 s, width = 0.50 nm
  boundary spacing = 10.0 um, true P = 1.000e-22 m^3/s
  sqrt(D t) = 0.3162 um
  depth 12.0 to 32.0 um, w = 3.02 to 8.05
  s = 1: D_gb = 2.00e-13 m^2/s, alpha = 7.91e-04, beta = 158.1
    cbar/c0 = 2.814e-03 (first depth), 4.404e-06 (last depth)
    6/5 slope = 0.1457 um^(-6/5), P = 9.994e-23 m^3/s, error -0.06 %
  s = 2: D_gb = 1.00e-13 m^2/s, alpha = 1.58e-03, beta = 158.1
    cbar/c0 = 2.812e-03 (first depth), 4.375e-06 (last depth)
    6/5 slope = 0.1458 um^(-6/5), P = 9.979e-23 m^3/s, error -0.21 %
  s = 10: D_gb = 2.00e-14 m^2/s, alpha = 7.91e-03, beta = 158.1
    cbar/c0 = 2.798e-03 (first depth), 4.149e-06 (last depth)
    6/5 slope = 0.1469 um^(-6/5), P = 9.857e-23 m^3/s, error -1.43 %
  s = 1000: D_gb = 2.00e-16 m^2/s, alpha = 7.91e-01, beta = 157.3
    cbar/c0 = 1.120e-03 (first depth), 4.228e-10 (last depth)
    6/5 slope = 0.3336 um^(-6/5), P = 2.514e-23 m^3/s, error -74.86 %
  t = 1.0e+05 s: largest |ln cbar| gap, s = 1 against 2: 0.00659
  t = 4.0e+05 s: largest |ln cbar| gap, s = 1 against 2: 0.00159
\end{verbatim}
